# Completion Times of Shrinking Cores in Slabs, Cylinders and Spheres: a program that tests the result

```python
"""Shrinking-core completion times for slab, cylinder and sphere.
Result under test: t_d = rho R^2 / (2 d D C0), d = 1, 2, 3.
R: half-thickness or radius; D: effective diffusivity in converted layer;
C0: gas concentration at outer surface; rho: solid reactant per volume.
One gas molecule consumes one solid atom; outer size stays fixed.
Also tested: gas storage, finite burning rate and outer-film corrections.
Dimensionless tests use R = D = C0 = 1."""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.linalg import solve_banded
from scipy.optimize import brentq
from scipy.special import erf

NAMES = {1: "slab", 2: "cylinder", 3: "sphere"}


def completion_time(d, R, D, C0, rho):
    return rho * R**2 / (2 * d * D * C0)


def time_fraction(x, d):
    """Elapsed fraction of completion time when core radius is x R."""
    if d == 1:
        return (1 - x)**2
    if d == 2:
        return 1 - x**2 + (2 * x**2 * np.log(x) if x > 0 else 0.0)
    return 1 - 3 * x**2 + 2 * x**3


def mesh(d, n):
    """Cell volumes and face conductances for radial finite volumes."""
    faces = np.linspace(0, 1, n + 1)
    volume = np.diff(faces**d) / d
    conductance = faces**(d - 1) * n
    conductance[0] = 0.0
    conductance[-1] *= 2.0          # surface is half a cell away
    return faces, volume, conductance


def steady_gas(volume, g, sink):
    """Solve laplacian(c) = sink*c with c = 1 at the outer surface."""
    n = len(volume)
    band = np.zeros((3, n))
    band[0, 1:] = -g[1:-1]
    band[1] = g[:-1] + g[1:] + volume * sink
    band[2, :-1] = -g[1:-1]
    source = np.zeros(n)
    source[-1] = g[-1]
    return solve_banded((1, 1), band, source)


def burn_zero_order(d, K, n=100):
    """Burn cells at rate K*c until each is empty; return completion time."""
    _, volume, g = mesh(d, n)
    solid = np.ones(n)
    elapsed = 0.0
    while np.any(solid > 0):
        active = solid > 0
        rate = K * steady_gas(volume, g, K * active)
        step = np.min(solid[active] / rate[active])
        solid[active] -= rate[active] * step
        solid[solid < 1e-11] = 0.0
        elapsed += step
    return elapsed


def burn_first_order(d, K, n=100):
    """Time until centre is 99% converted, rate K*c*solid."""
    _, volume, g = mesh(d, n)
    exposure = np.zeros(n)
    target = np.log(100)
    step = 1 / (2 * d * 1500)
    elapsed = 0.0
    while True:
        c = steady_gas(volume, g, K * np.exp(-exposure))
        gain = K * c * step
        if exposure[0] + gain[0] >= target:
            return elapsed + step * (target - exposure[0]) / gain[0]
        exposure += gain
        elapsed += step


def first_order_ratio(d, K):
    """99% centre-conversion time over ideal time, from exposure equation."""
    v0, x0 = np.log(100), 1e-5
    curvature = K * (1 - np.exp(-v0)) / d
    sol = solve_ivp(
        lambda x, y: [y[1], K * (1 - np.exp(-y[0])) - (d - 1) * y[1] / x],
        (x0, 1), [v0 + curvature * x0**2 / 2, curvature * x0],
        rtol=1e-9, atol=1e-10)
    assert sol.success
    return 2 * d * sol.y[0, -1] / K


def transient_front(d, storage_ratio, n=60):
    """Full diffusion with storage; conserve gas plus consumed solid."""
    faces, volume, g = mesh(d, n)
    rho = 1 / storage_ratio
    content = np.zeros(n)
    padded = np.zeros(n + 2)
    padded[-1] = 1.0
    step = 0.25 / n**2
    elapsed = 0.0
    while content[0] < rho:
        padded[1:-1] = np.maximum(content - rho, 0)
        inward = g * np.diff(padded)
        content += step * np.diff(inward) / volume
        elapsed += step
    c = np.maximum(content - rho, 0)
    inner_gas = np.cumsum(c * volume)
    weights = np.ones(n) / n
    weights[-1] /= 2
    storage_integral = np.sum(inner_gas / faces[1:]**(d - 1) * weights)
    return elapsed, storage_integral


# Core motion from numerical layer resistance, with and without outer film.
for d in NAMES:
    for x in (0.0, 0.4):
        for film in (0.0, 0.3):
            def integrand(s):
                layer = quad(lambda r: r**(1 - d), s, 1)[0]
                return s**(d - 1) * (layer + film)
            direct = quad(integrand, x, 1, epsabs=1e-8, epsrel=1e-8)[0]
            formula = (completion_time(d, 1, 1, 1, 1) * time_fraction(x, d)
                       + film * (1 - x**d) / d)
            assert abs(direct - formula) < 1e-6

# Distributed burning simulations versus exposure results.
for d in NAMES:
    for K in (25.0, 225.0):
        ratio = burn_zero_order(d, K) / completion_time(d, 1, 1, 1, 1)
        assert abs(ratio - (1 + 2 * d / K)) < 0.003  # spatial grid error
    simulated = 2 * d * burn_first_order(d, 25.0)
    assert abs(simulated / first_order_ratio(d, 25.0) - 1) < 0.005

# Full transient versus storage identity, bounds and slab similarity result.
test_storage = 0.5
transient_excess = {}
for d in NAMES:
    actual, integral = transient_front(d, test_storage)
    ideal = completion_time(d, 1, 1, 1, 1 / test_storage)
    assert abs(actual / (ideal + integral) - 1) < 0.005
    transient_excess[d] = actual / ideal - 1
    assert 0 < transient_excess[d] < test_storage
    if d == 1:
        lam = brentq(lambda z: np.sqrt(np.pi) * z * np.exp(z*z) * erf(z)
                     - test_storage, 1e-6, 2)
        assert abs(actual * 4 * lam**2 - 1) < 0.01

# Rough round inputs for coke burn-off in porous catalyst pellets.
R, D, T = 1.5e-3, 1e-6, 900.0
oxygen_atm, pellet_density, coke_fraction = 0.02, 1200.0, 0.03
carbon_mass, porosity = 0.012, 0.5
burn_rate, gas_diffusivity = 100.0, 1e-4
heat, gas_conductivity, pellet_conductivity = 4e5, 0.06, 0.2
co_fraction = 0.3
C0 = oxygen_atm * const.atm / (const.R * T)
rho = pellet_density * coke_fraction / carbon_mass
K = burn_rate * R**2 / D
times = {d: completion_time(d, R, D, C0, rho) for d in NAMES}

print(f"Radius or half-thickness: {R*1e3:.2f} mm")
print(f"Temperature: {T:.0f} K")
print(f"Oxygen pressure: {oxygen_atm:.3f} atm")
print(f"Pellet density: {pellet_density:.0f} kg/m3")
print(f"Coke loading: {100*coke_fraction:.1f} wt%")
print(f"Carbon molar mass used: {carbon_mass*1e3:.1f} g/mol")
print(f"Effective diffusivity: {D:.2e} m2/s")
print(f"Surface oxygen concentration C0: {C0:.4f} mol/m3")
print(f"Carbon density rho: {rho:.0f} mol/m3")
for d, name in NAMES.items():
    print(f"Equal R, {name}: {times[d]:.0f} s = {times[d]/3600:.3f} h; "
          f"ratio to slab {times[d]/times[1]:.4f}")
ell = R / 3
print(f"Common volume/surface ratio: {ell*1e3:.2f} mm")
slab_equal = completion_time(1, ell, D, C0, rho)
for d, name in NAMES.items():
    t = completion_time(d, d * ell, D, C0, rho)
    print(f"Equal V/S, {name}: R {d*ell*1e3:.2f} mm, time {t/3600:.3f} h, "
          f"ratio {t/slab_equal:.3f}")
for d, name in NAMES.items():
    x = 0.5**(1 / d)
    f = time_fraction(x, d)
    print(f"Half conversion, {name}: core s/R {x:.4f}, "
          f"time fraction {f:.4f}, time {f*times[d]/60:.1f} min")

print(f"Pore fraction: {porosity:.2f}")
print(f"Storage bound on time increase: {100*porosity*C0/rho:.5f} %")
print(f"Storage ratio in transient test: {test_storage:.2f}")
for d, name in NAMES.items():
    print(f"Transient test increase, {name}: {100*transient_excess[d]:.1f} %")
print(f"Burning rate constant k: {burn_rate:.0f} 1/s")
print(f"Burning number K = k R^2/D: {K:.1f}")
print(f"Reaction-zone width sqrt(D/k): {np.sqrt(D/burn_rate)*1e3:.3f} mm")
finite = {d: first_order_ratio(d, K) for d in NAMES}
for d, name in NAMES.items():
    print(f"Finite-rate increase, {name}: zero order {200*d/K:.2f} %, "
          f"first order to 99% at centre {100*(finite[d]-1):.2f} %")
for d in (2, 3):
    corrected = times[d] * finite[d] / (times[1] * finite[1])
    print(f"First-order corrected {NAMES[d]}/slab ratio: {corrected:.4f}")

film_velocity = gas_diffusivity / R
film_increase = 2 * D / (film_velocity * R)
heat_transfer = gas_conductivity / R
initial_flux = C0 / (1 / film_velocity + 1 / np.sqrt(burn_rate * D))
initial_rise = heat * initial_flux / heat_transfer
half_core_rise = heat * D * C0 / R / heat_transfer
print(f"Free-gas diffusivity: {gas_diffusivity:.2e} m2/s")
print(f"Still-gas film coefficient kg: {film_velocity:.4f} m/s")
print(f"Still-gas film time increase: {100*film_increase:.2f} %")
print(f"Heat released H: {heat/1e3:.0f} kJ/mol")
print(f"Gas thermal conductivity: {gas_conductivity:.3f} W/(m K)")
print(f"Pellet thermal conductivity: {pellet_conductivity:.2f} W/(m K)")
print(f"Internal temperature rise: {heat*D*C0/pellet_conductivity:.2f} K")
print(f"Initial film temperature rise, sphere: {initial_rise:.1f} K")
print(f"Film rise at s/R = 1/2, sphere: {half_core_rise:.2f} K")
print(f"Time change if initial rise lasted: "
      f"{100*(np.sqrt(1+initial_rise/T)-1):.2f} %")
print(f"Carbon fraction leaving as CO: {co_fraction:.2f}")
print(f"Time reduction from CO formation: {50*co_fraction:.1f} %")
print("OK")
```

Output:

```
Radius or half-thickness: 1.50 mm
Temperature: 900 K
Oxygen pressure: 0.020 atm
Pellet density: 1200 kg/m3
Coke loading: 3.0 wt%
Carbon molar mass used: 12.0 g/mol
Effective diffusivity: 1.00e-06 m2/s
Surface oxygen concentration C0: 0.2708 mol/m3
Carbon density rho: 3000 mol/m3
Equal R, slab: 12462 s = 3.462 h; ratio to slab 1.0000
Equal R, cylinder: 6231 s = 1.731 h; ratio to slab 0.5000
Equal R, sphere: 4154 s = 1.154 h; ratio to slab 0.3333
Common volume/surface ratio: 0.50 mm
Equal V/S, slab: R 0.50 mm, time 0.385 h, ratio 1.000
Equal V/S, cylinder: R 1.00 mm, time 0.769 h, ratio 2.000
Equal V/S, sphere: R 1.50 mm, time 1.154 h, ratio 3.000
Half conversion, slab: core s/R 0.5000, time fraction 0.2500, time 51.9 min
Half conversion, cylinder: core s/R 0.7071, time fraction 0.1534, time 15.9 min
Half conversion, sphere: core s/R 0.7937, time fraction 0.1101, time 7.6 min
Pore fraction: 0.50
Storage bound on time increase: 0.00451 %
Storage ratio in transient test: 0.50
Transient test increase, slab: 15.7 %
Transient test increase, cylinder: 28.7 %
Transient test increase, sphere: 35.9 %
Burning rate constant k: 100 1/s
Burning number K = k R^2/D: 225.0
Reaction-zone width sqrt(D/k): 0.100 mm
Finite-rate increase, slab: zero order 0.89 %, first order to 99% at centre 3.93 %
Finite-rate increase, cylinder: zero order 1.78 %, first order to 99% at centre 8.10 %
Finite-rate increase, sphere: zero order 2.67 %, first order to 99% at centre 12.21 %
First-order corrected cylinder/slab ratio: 0.5201
First-order corrected sphere/slab ratio: 0.3599
Free-gas diffusivity: 1.00e-04 m2/s
Still-gas film coefficient kg: 0.0667 m/s
Still-gas film time increase: 2.00 %
Heat released H: 400 kJ/mol
Gas thermal conductivity: 0.060 W/(m K)
Pellet thermal conductivity: 0.20 W/(m K)
Internal temperature rise: 0.54 K
Initial film temperature rise, sphere: 23.5 K
Film rise at s/R = 1/2, sphere: 1.81 K
Time change if initial rise lasted: 1.30 %
Carbon fraction leaving as CO: 0.30
Time reduction from CO formation: 15.0 %
OK
```
